# Apparent period of exchange coupling sampled at copper's (001) layer spacing

## Problem

Two thin magnetic layers separated by copper are coupled through the copper's conduction electrons. Let $D$ be the distance between them, and define the coupling per area as

$$J(D)=E_{\rm AP}-E_{\rm P},$$

the energy with antiparallel moments minus the energy with parallel moments. Positive $J$ favours parallel moments.

Treat copper as free electrons, one per atom, with lattice constant $a=0.361$ nm. The coupling then oscillates with period $\lambda=0.231$ nm. In a film grown along (001), however, the magnetic layers sit on atomic planes, so that $D=Nd$ with integer $N$ and $d=a/2=0.1805$ nm.

What period appears when $J$ is plotted against $N$? Does the curve drawn through the points also give the coupling between the planes?

## A tempting solution

In units of the layer spacing the period is $0.231/0.1805=1.28$ layers. The zeros of the oscillation are half a period apart, or 0.64 layers. Each added layer therefore carries the coupling past a zero, and its sign must change. The plot should alternate between positive and negative $J$ at every layer, and no slow oscillation can appear.

The model's own values contradict this. From $N=3$ to $N=12$ the signs are

$$+\;+\;-\;-\;+\;+\;+\;-\;-\;+ .$$

## The fault

The period of 1.28 layers is correct. The error is the step from "passes a zero" to "changes sign". One layer spacing holds $0.1805/0.1155=1.56$ zero spacings, so each step passes either one zero or two. After two zeros the sign is what it was before.

What matters at the sampled points is the phase advance per layer, less any whole cycles. The advance is $d/\lambda=0.78$ cycle, which the points cannot distinguish from $-0.22$ cycle. The right solution follows this phase, and for that the form of $J(D)$ is needed first.

## The coupling at continuous distance

**Fermi wavenumber.** A Fermi sphere with two spins per state holds $n=k_F^3/(3\pi^2)$ electrons per volume. The fcc cell has four atoms, so $n=4/a^3$ and

$$k_F=\frac{(12\pi^2)^{1/3}}{a}=13.60\ \text{nm}^{-1}.$$

**Response to one sheet.** Model a magnetic layer as a sheet potential $V\delta(z)$, uniform in the plane. Motion along $z$ then separates from motion in the plane. Odd standing waves vanish at the sheet and are unaffected. Integrating the Schrödinger equation across $z=0$ gives, for an even wave,

$$\psi'(0^+)=\beta\,\psi(0),\qquad \beta=\frac{mV}{\hbar^2}.$$

With $\psi\propto\cos(k|z|+\delta)$ this means $\tan\delta=-\beta/k$.

On a line of length $L$, even waves are spaced by $2\pi/L$ in $k$ and have density $(2/L)\cos^2(k|z|+\delta)$. Their density per unit $k$ is thus $\cos^2(k|z|+\delta)/\pi$. For each $k$, the occupied in-plane states fill a disc and number $(k_F^2-k^2)/(4\pi)$ per area and spin. At $z>0$ the density change per spin is therefore

$$\delta n=\frac1{8\pi^2}\int_0^{k_F}(k_F^2-k^2)\,[\cos(2kz+2\delta)-\cos 2kz]\,dk .$$

From $\tan\delta=-\beta/k$ it follows that

$$e^{2i\delta}-1=\frac{k-i\beta}{k+i\beta}-1=\frac{-2i\beta}{k+i\beta},$$

so that

$$\delta n=\frac{1}{8\pi^2}\,{\rm Re}\int_0^{k_F}(k_F^2-k^2)\,\frac{-2i\beta}{k+i\beta}\,e^{2ikz}\,dk .$$

Take $\beta>0$. The integrand has no pole in the upper half-plane and decays there, so the path may run up the imaginary axis from 0 and come back down to $k_F$. On the first leg $k=is$, the integrand is real and $dk=i\,ds$. That leg is imaginary and drops out, which leaves the leg at the Fermi edge. An attractive sheet has the same linear response coefficient: its pole at $k=i|\beta|$ contributes $-|\beta|(k_F^2+\beta^2)e^{-2|\beta|z}/(4\pi)$, which cancels the density of the bound state.

For $|\beta|\ll k_F$, replace $k+i\beta$ by $k$ on the remaining leg:

$$\delta n=\frac{\beta}{4\pi^2}\,{\rm Re}\; i\int_{k_F}^{k_F+i\infty}\left(\frac{k_F^2}{k}-k\right)e^{2ikz}\,dk .$$

Write $X=2k_Fz$. In the first term the path can be turned onto the real axis, which gives $-k_F^2\int_X^\infty(\sin t/t)\,dt=-k_F^2[\pi/2-{\rm Si}(X)]$. The second term has the antiderivative $e^{2ikz}[k/(2iz)+1/(4z^2)]$ for $k\,e^{2ikz}$ and gives $k_F^2(\cos X/X-\sin X/X^2)$. Hence the response per unit $V$ is

$$\chi(z)=\frac{mk_F^2}{4\pi^2\hbar^2}\left[\frac{\cos X}{X}-\frac{\sin X}{X^2}-\frac{\pi}{2}+{\rm Si}(X)\right].$$

Repeated integration by parts gives

$$\frac{\pi}{2}-{\rm Si}(X)=\frac{\cos X}{X}+\frac{\sin X}{X^2}-\frac{2\cos X}{X^3}+\dots$$

The $\cos X/X$ terms cancel, and the bracket becomes $-2\sin X/X^2+2\cos X/X^3+\dots$

**Coupling of two sheets.** The Fermi energy is fixed by the rest of the metal, which can supply or take up electrons. Count each electron's energy from the Fermi level, so that this exchange costs nothing. The derivative of the energy so counted, $E-E_FN_e$ with $N_e$ the number of electrons, with respect to the strength $V_B$ of a second sheet is the electron density at that sheet. The part of the energy that depends on both sheets is therefore $V_AV_B\,\chi(D)$ per spin, to second order. Let the two spins see $+U$ and $-U$ at a magnetic sheet, with the signs exchanged when its moment is reversed. Summed over spin, the energy is $2U^2\chi$ for parallel moments and $-2U^2\chi$ for antiparallel ones. Thus

$$J=-4U^2\chi(D)=\frac{mU^2}{2\pi^2\hbar^2D^2}\left[\sin(2k_FD)-\frac{\cos(2k_FD)}{2k_FD}+\dots\right].$$

The leading term repeats when $2k_FD$ grows by $2\pi$, so $\lambda=\pi/k_F=0.2309$ nm, the period stated in the problem.

## The coupling on the atomic planes

The number of true cycles per layer is

$$\frac d\lambda=\frac{ak_F}{2\pi}=\left(\frac{12\pi^2}{8\pi^3}\right)^{1/3}=\left(\frac{3}{2\pi}\right)^{1/3}=0.7816 .$$

At $D=Nd$ the phase is $2k_FNd=2\pi N\,d/\lambda$. Subtracting $2\pi N$, a whole number of cycles because $N$ is an integer, leaves the sine unchanged:

$$\sin(2k_FNd)=\sin\!\left[2\pi N\left(\frac d\lambda-1\right)\right]=-\sin\frac{2\pi Nd}{\Lambda},\qquad \frac1\Lambda=\frac1d-\frac1\lambda .$$

With numbers,

$$\frac1\Lambda=5.5402-4.3302=1.2100\ \text{nm}^{-1},\qquad \Lambda=0.826\ \text{nm}=4.58\ \text{layers}.$$

The plot against $N$ shows a period near 0.83 nm. The minus sign records that the apparent phase runs backwards.

The samples do not single out this period. Adding any multiple of $1/d$ to the spatial frequency gives another wave through the same points. Calling $\Lambda$ "the" period means choosing the slowest of these waves, as the eye does. In general, with $f=d/\lambda$, the slowest wave has $|f-m|$ cycles per layer, where $m$ is the integer nearest to $f$. If $f<1/2$, then $m=0$ and the true period survives. Here that would require $\lambda>2d=0.361$ nm, which fails.

Two limits show what the rule does. As $f\to1$, the apparent period grows without bound, and at $f=1$ the sampled sine vanishes on every plane, leaving only the small next term, which keeps one sign. Near $f=1/2$ the phase advances by about half a cycle per layer, and the signs alternate over long runs of layers, much as the tempting solution expected.

The rule was tested on $D^2J$, computed from the full $\chi(D)$ for distances between 1 and 20 nm. The strongest spectral component was sought between 0.1 nm$^{-1}$ and half the sampling frequency. Sampling at $d$ gives 0.8265 nm, while sampling the same function at $d/2$ gives 0.2309 nm. The slow period thus comes from the spacing of the samples.

Other growth directions fold the same wave differently. For (111), with spacing 0.2084 nm, both rule and spectrum give 2.14 nm. For (110), with spacing 0.1276 nm, both give 0.285 nm. These are free-electron values. In real copper the necks of the Fermi surface lie along [111], so no central spanning wavevector exists in that direction. The (111) period comes instead from a wavevector across a neck and is near 4.5 layers, or 0.94 nm.

## Values on and between the planes

To set a scale for the sheet strength, multiply a half exchange splitting of 0.5 eV, a rough value of the size found in cobalt, by one layer thickness: $U=0.5\times0.1805=0.09025$ eV nm. This fixes the area under the potential, while the sheet itself stays infinitely thin. The Fermi energy of 7.05 eV gives $\hbar^2/m=2E_F/k_F^2=0.0762$ eV nm$^2$. At $N=8$, $D=1.444$ nm, the envelope is

$$\frac{(0.09025)^2}{2\pi^2(0.0762)(1.444)^2}=0.00260\ \text{eV/nm}^2=0.416\ \text{mJ/m}^2 .$$

The slow phase is $8/4.579=1.747$ cycles, where $-\sin$ is very nearly $+1$. The slow curve is therefore close to a crest. The table compares it with $J$ from the full $\chi(D)$, both in mJ/m².

| $N$ | $J$ | slow curve |
|---:|---:|---:|
| 3 | +2.53 | +2.45 |
| 4 | +1.12 | +1.19 |
| 5 | −0.62 | −0.58 |
| 6 | −0.68 | −0.69 |
| 7 | +0.11 | +0.10 |
| 8 | +0.42 | +0.42 |
| 9 | +0.06 | +0.07 |
| 10 | −0.25 | −0.24 |
| 11 | −0.12 | −0.13 |
| 12 | +0.13 | +0.13 |

The small differences come from the terms beyond the leading sine. The first of them is at most $1/(2k_FD)$ of the envelope, or 7% at $N=3$, and it falls as $D$ grows.

Between the planes the slow curve fails. At $D=(N+\tfrac12)d$,

$$2k_FD=\frac{2\pi D}{d}-\frac{2\pi D}{\Lambda}=2\pi N+\pi-\frac{2\pi D}{\Lambda},$$

so $\sin(2k_FD)=+\sin(2\pi D/\Lambda)$, opposite in sign to the slow curve. At 8.5 layers the model gives $J=-0.283$ mJ/m², and the slow curve gives $+0.289$ mJ/m². The answer to the second question is no.

A film whose average thickness is 8.5 layers is a different case. In the simplest case it consists of terraces of 8 and 9 layers. If these are wide enough to contribute independently and cover equal areas, the coupling is $(0.415+0.063)/2=+0.24$ mJ/m². Such a film still samples whole layers, so the slow oscillation survives the averaging.

## How far the number can be trusted

**Sensitivity.** At fixed $d$, differentiating $1/\Lambda=1/d-k_F/\pi$ gives

$$\frac{\delta\Lambda}{\Lambda}=\frac{\Lambda}{\lambda}\,\frac{\delta k_F}{k_F}=3.58\,\frac{\delta k_F}{k_F}.$$

A 1% larger Fermi wavenumber lengthens the apparent period by about 3.7%, slightly more than this linear estimate. Taking $\Lambda$ for the true period would be far worse: it would make $k_F$ too small by the factor 3.58 and the electron density too small by $3.58^3\approx46$.

**Sheet strength.** Here $\beta/k_F=0.087$, with $\beta=mU/\hbar^2$. A sheet reflects with amplitude $r_\pm=(e^{2i\delta}-1)/2=\mp i\beta/(k\pm i\beta)$ for potentials $\pm U$. One round trip between the sheets enters $J$ through

$$2r_+r_--r_+^2-r_-^2=-(r_+-r_-)^2=\frac{4\beta^2k^2}{(k^2+\beta^2)^2}\approx\frac{4\beta^2}{k^2}\left(1-\frac{2\beta^2}{k^2}\right).$$

The correction to the second-order result is thus $2(0.0871)^2=1.5\%$ at the Fermi edge. A calculation with all round trips changes $J$ by at most 1.48% of the envelope for $N=3$ to 12.

**Temperature.** An energy $\varepsilon$ from the Fermi level shifts the phase by $2Dm\varepsilon/(\hbar^2k_F)$. Averaging over the thermal Fermi edge, by summing the residues of the Fermi function's derivative, multiplies the oscillation by

$$2x\sum_{j\ge0}e^{-(2j+1)x}=\frac{x}{\sinh x},\qquad x=\frac{2\pi k_BTDm}{\hbar^2k_F}.$$

At 300 K and 8 layers $x=0.226$, and the factor is 0.992. This covers thermal smearing of the electrons alone.

**Uneven thickness.** Let independent terraces of $N-1$, $N$ and $N+1$ layers cover fractions ¼, ½ and ¼ of the area. Adding the three sines, with the slow change of $1/D^2$ ignored, multiplies the oscillation by $[1+\cos(2\pi d/\Lambda)]/2=0.60$. The amplitude falls by 40%, and the period is unchanged.

**Real copper.** The assumption that fails most seriously for the period is the spherical Fermi surface. Real Cu(001) spacers show a long period of roughly 6 layers, against 4.6 here. They also show a shorter one, from wavevectors that span the Fermi surface near its necks, which a sphere does not have. Of the cycle counts that appear as 6 layers, the one nearest the free-electron value is $1-1/6=0.833$ per layer, in place of 0.782. It requires a central spanning wavevector 6.6% larger than $2k_F$. Aliasing turns that modest change into a period 31% longer. The amplitudes in the table belong to the thin-sheet model and do not estimate those of a real film. They grow as $U^2$, and $U$ is a rough input. The thickness of the magnetic layer matters even more: the same potential area spread evenly over one layer thickness reflects electrons at the Fermi edge more weakly, by the factor $\sin(k_Fd)/(k_Fd)=0.26$. With two such layers the factor enters twice, and the leading oscillation becomes about 15 times smaller, with its period unchanged. Because the factor varies with $k$, the phase also shifts at short distance. With $D$ measured between layer centres the shift is about 40° at $N=3$ to 7 and about 20° at $N=8$ to 12, which reverses the sign of $J$ at $N=4$ and $N=9$. The value of 0.83 nm is thus a result for free-electron copper, and not a prediction of the measured period.

The numerical output below gives the values with further digits.

## Numbers as computed

```
lattice constant a = 0.361 nm
layer spacing d = 0.1805 nm
electron density = 85.02 nm^-3
Fermi wavenumber kF = 13.604 nm^-1
Fermi energy = 7.05 eV
true period lambda = 0.2309 nm
shortest period resolved, 2d = 0.361 nm
1/lambda = 4.3302 nm^-1
1/d = 5.5402 nm^-1
difference of the two = 1.2100 nm^-1
true cycles per layer d/lambda = 0.7816
apparent cycles per layer = 0.2184
apparent period Lambda = 0.8264 nm
apparent period = 4.579 layers
spectral period, sampled at d = 0.8265 nm
spectral period, sampled at d/2 = 0.2309 nm
(111): spacing 0.2084 nm, formula 2.138 nm, spectrum 2.138 nm
(110): spacing 0.1276 nm, formula 0.2853 nm, spectrum 0.2853 nm
half exchange splitting (rough) = 0.5 eV
sheet strength U = 0.09025 eV nm
beta/kF = 0.0871
layers N, D (nm), J (mJ/m^2), slow curve (mJ/m^2):
   3  0.5415  +2.525  +2.450
   4  0.7220  +1.121  +1.187
   5  0.9025  -0.615  -0.582
   6  1.0830  -0.676  -0.687
   7  1.2635  +0.113  +0.098
   8  1.4440  +0.415  +0.416
   9  1.6245  +0.063  +0.070
  10  1.8050  -0.246  -0.244
  11  1.9855  -0.123  -0.127
  12  2.1660  +0.130  +0.127
at 8.5 layers: J = -0.283 mJ/m^2, slow curve = +0.289 mJ/m^2
magnification Lambda/lambda = 3.579
largest all-orders change / envelope, N = 3-12: 1.48 %
thermal argument x, 8 layers, 300 K = 0.2263
thermal factor, formula = 0.9915
thermal factor, quadrature = 0.9915
thickness-fluctuation factor = 0.599
rough measured long period (input) = 6 layers
spanning-vector increase needed for it = 6.6 %
```
